# The spherical-cap factor for crystal nucleation at a flat heater: a numerical check

```python
# Result under test: a crystal nucleus on a flat heater has the barrier
#   W_het = f(theta) * 16 pi gamma^3 / (3 g^2),
#   f(theta) = (2 + cos theta) (1 - cos theta)^2 / 4,
# with f -> 0 for perfect wetting and f -> 1 for nonwetting.
# gamma: crystal/amorphous interfacial energy; g: free energy released per volume;
# w = (amorphous/heater energy - crystal/heater energy) / gamma = cos(theta);
# theta: contact angle measured through the crystal.
# Work of formation: -g*volume + gamma*(free area - w*base area).
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve, minimize_scalar


def factor(theta):
    c = np.cos(theta)
    return (2 + c) * (1 - c)**2 / 4


def measure(r, z):
    """Volume, free area and base area of a body of revolution made of frustums.

    The profile runs from the heater plane z=0 to the axis r=0.
    """
    r0, r1, dz = r[:-1], r[1:], np.diff(z)
    volume = np.sum(np.pi / 3 * dz * (r0**2 + r0 * r1 + r1**2))
    area = np.sum(np.pi * (r0 + r1) * np.hypot(r1 - r0, dz))
    return volume, area, np.pi * r[0]**2


def cap(radius, angle, n=2000):
    polar = np.linspace(angle, 0, n + 1)
    return measure(radius * np.sin(polar),
                   radius * (np.cos(polar) - np.cos(angle)))


def work(body, gamma, g, w):
    volume, area, base = body
    return -g * volume + gamma * (area - w * base)


def volume_fraction(theta):
    """Cap volume over full sphere volume, by slicing the unit sphere."""
    integral = quad(lambda z: np.pi * (1 - z * z), np.cos(theta), 1,
                    epsabs=1e-14, epsrel=1e-12)[0]
    return integral / (4 * np.pi / 3)


# Geometry of the cap against the frustum sums
for degrees in (20, 60, 90, 130, 170):
    theta = np.radians(degrees)
    c = np.cos(theta)
    volume, area, base = cap(1.7, theta)
    assert np.isclose(volume, np.pi * 1.7**3 * (2 - 3*c + c**3) / 3, rtol=1e-5)
    assert np.isclose(area, 2 * np.pi * 1.7**2 * (1 - c), rtol=1e-5)
    assert np.isclose(base, np.pi * 1.7**2 * (1 - c*c), rtol=1e-10)
    assert np.isclose(volume_fraction(theta), factor(theta), rtol=1e-9)

# Saddle search in radius and cap angle; neither Young's angle nor R* is imposed
gamma_u, g_u = 1.0, 2.0
hom_u = 16 * np.pi * gamma_u**3 / (3 * g_u**2)
worst_saddle = 0.0
for degrees in (30, 60, 90, 120, 150):
    theta = np.radians(degrees)
    w = np.cos(theta)

    def energy(x):
        return work(cap(x[0], x[1]), gamma_u, g_u, w)

    def gradient(x, step=1e-4):
        x = np.asarray(x, dtype=float)
        return np.array([(energy(x + step*e) - energy(x - step*e)) / (2*step)
                         for e in np.eye(2)])

    point = fsolve(gradient, [1.03, 1.02 * theta], epsfcn=1e-8)
    hessian = np.array([(gradient(point + 1e-3*e) - gradient(point - 1e-3*e))
                        / 2e-3 for e in np.eye(2)])
    assert np.linalg.det(hessian) < 0
    assert abs(point[0] - 2 * gamma_u / g_u) < 1e-4
    assert abs(point[1] - theta) < 1e-4
    error = abs(energy(point) / (hom_u * factor(theta)) - 1)
    worst_saddle = max(worst_saddle, error)
    assert error < 1e-4

    # At fixed volume the best cap angle is the contact angle
    def scaled_surface(angle):
        volume, area, base = cap(1.0, angle)
        return (area - w * base) / volume**(2 / 3)

    best = minimize_scalar(scaled_surface, bounds=(0.1, 3.1), method="bounded",
                           options={"xatol": 1e-7})
    assert abs(best.x - theta) < 1e-3

# Shape inequality challenged by random profiles and square boxes
rng = np.random.default_rng(7)
polar = np.linspace(np.pi / 2, 0, 401)
smallest_excess = np.inf
shape_count = 0
for w in (-1.0, -0.5, 0.0, 0.5, 0.9):
    bound = 3 * (np.pi / 3 * (1 - w)**2 * (2 + w))**(1 / 3)
    bodies = []
    for _ in range(300):
        amplitudes = rng.uniform(-0.12, 0.12, 4)
        rho = 1 + sum(a * np.cos(2 * (k + 1) * polar)
                      for k, a in enumerate(amplitudes))
        stretch = np.exp(rng.uniform(-1.8, 1.0))
        r, z = rho * np.sin(polar), stretch * rho * np.cos(polar)
        z[0] = 0.0
        r[-1] = 0.0
        bodies.append(measure(r, z))
    for height in np.geomspace(0.03, 5, 60):
        bodies.append((height, 1 + 4 * height, 1.0))
    for volume, area, base in bodies:
        excess = (area - w * base) / (bound * volume**(2 / 3)) - 1
        smallest_excess = min(smallest_excess, excess)
        shape_count += 1
        assert excess > -1e-10

# Both limits, from sliced volumes
small = 0.05
wetting_coefficient = volume_fraction(small) / small**4
nonwetting_coefficient = (1 - volume_fraction(np.pi - small)) / small**4
assert abs(wetting_coefficient / (3 / 16) - 1) < 2e-3
assert abs(nonwetting_coefficient / (3 / 16) - 1) < 2e-3
assert volume_fraction(1e-3) < 1e-10
assert abs(volume_fraction(np.pi) - 1) < 1e-12


def disk_barrier(height, gamma, g):
    """Largest work along the growth of a flat disk at perfect wetting, w=1."""
    def negative_work(a):
        body = measure(np.array([a, a, 0.0]), np.array([0.0, height, height]))
        return -work(body, gamma, g, 1.0)
    top = 5 * gamma / g
    result = minimize_scalar(negative_work, bounds=(0, top), method="bounded",
                             options={"xatol": 1e-8 * top})
    return -result.fun


for height in (0.1, 0.01, 0.001):
    assert np.isclose(disk_barrier(height, gamma_u, g_u),
                      np.pi * height * gamma_u**2 / g_u, rtol=1e-6)

# Worked example with round model parameters
gamma_si, gamma_ah, gamma_ch = 0.06, 0.50, 0.47   # J/m^2
g_si, temperature = 1.0e8, 600.0                  # J/m^3, K
thickness, spacing = 30.0, 0.3                    # nm
gamma = gamma_si * 1e-18 / constants.e            # eV/nm^2
g = g_si * 1e-27 / constants.e                    # eV/nm^3
kT = constants.k * temperature / constants.e      # eV
w = (gamma_ah - gamma_ch) / gamma_si
theta = np.arccos(w)


def numerical_barrier(angle, wetting):
    result = minimize_scalar(lambda R: -work(cap(R, angle), gamma, g, wetting),
                             bounds=(0.1, 4.0), method="bounded",
                             options={"xatol": 1e-8})
    return result.x, -result.fun


R_hom, W_hom = numerical_barrier(np.pi, -1.0)
R_het, W_het = numerical_barrier(theta, w)
W_formula = 16 * np.pi * gamma**3 / (3 * g**2)
assert np.isclose(W_hom, W_formula, rtol=1e-5)
assert np.isclose(W_het, factor(theta) * W_formula, rtol=1e-5)
assert np.isclose(R_hom, 2 * gamma / g, rtol=1e-4)
assert np.isclose(R_het, R_hom, rtol=1e-4)
volume, area, base = cap(R_het, theta)
volume_hom = cap(R_hom, np.pi)[0]

layer_angle = np.arccos(1 - spacing / R_het)
W_layer = numerical_barrier(layer_angle, np.cos(layer_angle))[1]
W_disk = disk_barrier(spacing, gamma, g)
assert np.isclose(W_disk, np.pi * spacing * gamma**2 / g, rtol=1e-6)


def log10_rate_ratio(angle):
    """Interface over bulk nucleation, equal prefactors per site."""
    gain = (1 - volume_fraction(angle)) * W_hom / kT
    return (np.log(spacing / thickness) + gain) / np.log(10)


balance_angle = brentq(log10_rate_ratio, 0.5, np.pi)
assert np.isclose(factor(balance_angle),
                  1 - kT / W_hom * np.log(thickness / spacing), rtol=1e-8)

print(f"crystal/amorphous energy gamma = {gamma_si:.2f} J/m^2")
print(f"amorphous/heater energy = {gamma_ah:.2f} J/m^2")
print(f"crystal/heater energy = {gamma_ch:.2f} J/m^2")
print(f"driving free energy g = {g_si:.1e} J/m^3")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"layer thickness = {thickness:.0f} nm")
print(f"atomic spacing = {spacing:.1f} nm")
print(f"cos(theta) = {w:.4f} (no unit)")
print(f"contact angle = {np.degrees(theta):.2f} degrees")
print(f"factor f = {factor(theta):.5f} (no unit)")
print(f"critical radius of curvature = {R_het:.4f} nm")
print(f"critical cap height = {R_het * (1 - w):.4f} nm")
print(f"critical base radius = {R_het * np.sin(theta):.4f} nm")
print(f"critical cap volume = {volume:.4f} nm^3")
print(f"critical sphere volume = {volume_hom:.4f} nm^3")
print(f"cap: volume term = {-g * volume:.4f} eV")
print(f"cap: free-surface term = {gamma * area:.4f} eV")
print(f"cap: base term = {-gamma * w * base:.4f} eV")
print(f"homogeneous barrier = {W_hom:.4f} eV")
print(f"heterogeneous barrier = {W_het:.4f} eV")
print(f"homogeneous barrier / kT = {W_hom / kT:.2f} (no unit)")
print(f"heterogeneous barrier / kT = {W_het / kT:.2f} (no unit)")
for degrees in (0, 30, 60, 90, 120, 150, 180):
    print(f"f at {degrees} degrees = {volume_fraction(np.radians(degrees)):.5f}")
print(f"small angle used in limit tests = {small:.2f} rad")
print(f"f/theta^4 near perfect wetting = {wetting_coefficient:.5f} rad^-4")
print(f"(1-f)/(pi-theta)^4 near nonwetting = {nonwetting_coefficient:.5f} rad^-4")
print(f"limiting coefficient 3/16 = {3 / 16:.5f} rad^-4")
print(f"angle where cap is one layer high = {np.degrees(layer_angle):.2f} degrees")
print(f"barrier at that angle = {W_layer:.4f} eV")
print(f"one-layer disk barrier, perfect wetting = {W_disk:.4f} eV")
print(f"one-layer disk barrier / kT = {W_disk / kT:.2f} (no unit)")
print(f"log10(interface/bulk rate) = {log10_rate_ratio(theta):.2f} (no unit)")
print(f"angle of equal rates = {np.degrees(balance_angle):.2f} degrees")
print(f"f at equal rates = {factor(balance_angle):.4f} (no unit)")
print(f"largest relative saddle-barrier error = {worst_saddle:.1e}")
print(f"trial shapes tested = {shape_count}")
print(f"smallest relative surface-energy excess = {smallest_excess:.1e}")
print("success")
```

Printed output:

```
crystal/amorphous energy gamma = 0.06 J/m^2
amorphous/heater energy = 0.50 J/m^2
crystal/heater energy = 0.47 J/m^2
driving free energy g = 1.0e+08 J/m^3
temperature = 600 K
thermal energy kT = 0.05170 eV
layer thickness = 30 nm
atomic spacing = 0.3 nm
cos(theta) = 0.5000 (no unit)
contact angle = 60.00 degrees
factor f = 0.15625 (no unit)
critical radius of curvature = 1.2000 nm
critical cap height = 0.6000 nm
critical base radius = 1.0392 nm
critical cap volume = 1.1310 nm^3
critical sphere volume = 7.2382 nm^3
cap: volume term = -0.7059 eV
cap: free-surface term = 1.6942 eV
cap: base term = -0.6353 eV
homogeneous barrier = 2.2589 eV
heterogeneous barrier = 0.3529 eV
homogeneous barrier / kT = 43.69 (no unit)
heterogeneous barrier / kT = 6.83 (no unit)
f at 0 degrees = 0.00000
f at 30 degrees = 0.01286
f at 60 degrees = 0.15625
f at 90 degrees = 0.50000
f at 120 degrees = 0.84375
f at 150 degrees = 0.98714
f at 180 degrees = 1.00000
small angle used in limit tests = 0.05 rad
f/theta^4 near perfect wetting = 0.18734 rad^-4
(1-f)/(pi-theta)^4 near nonwetting = 0.18734 rad^-4
limiting coefficient 3/16 = 0.18750 rad^-4
angle where cap is one layer high = 41.41 degrees
barrier at that angle = 0.0971 eV
one-layer disk barrier, perfect wetting = 0.2118 eV
one-layer disk barrier / kT = 4.10 (no unit)
log10(interface/bulk rate) = 14.01 (no unit)
angle of equal rates = 126.66 degrees
f at equal rates = 0.8946 (no unit)
largest relative saddle-barrier error = 2.0e-07
trial shapes tested = 1800
smallest relative surface-energy excess = 7.3e-03
success
```
